\section*{Threshold for electron-initiated impact ionization in direct parabolic bands, part 1}

(Sections cited here and not found follow in the second part.)

\section{The threshold from the conservation laws}

\subsection{Result}

An energetic electron in the conduction band can give up energy to lift a second electron out of the valence band. One mobile electron then becomes two mobile electrons and a hole. This is electron-initiated impact ionization. For a direct gap $E_g$ and isotropic parabolic bands with electron mass $m_e$ and hole mass $m_h$, the least initial energy that permits it is
\begin{equation}
E_{\mathrm{th}} = E_g\,\frac{2m_e + m_h}{m_e + m_h}.
\label{eq:result}
\end{equation}
This energy is measured from the conduction-band minimum. The result holds when no phonon, external field or reciprocal lattice vector supplies momentum during the collision. It is a kinematic threshold: final states obeying both conservation laws exist at and above $E_{\mathrm{th}}$, and none exist below it.

\subsection{Bands and units}

The algebra is in atomic units, so $\hbar = 1$ and masses are measured in units of the free-electron mass. A wave vector and a crystal momentum are then the same quantity. Both band extrema lie at $\mathbf{k} = 0$, which is the meaning of a direct gap here. With the zero of energy at the conduction-band minimum, the bands are
\begin{align}
E_c(\mathbf{k}) &= \frac{k^2}{2m_e}, \label{eq:cb}\\
E_v(\mathbf{k}) &= -E_g - \frac{k^2}{2m_h}. \label{eq:vb}
\end{align}
Both masses are positive. The minus sign before the last term makes the valence band curve downward.

The term kinetic energy will mean the energy of a carrier measured from its own band edge. For an electron it is $k^2/(2m_e)$. It is a band energy and includes the effect of the crystal potential through the effective mass.

\subsection{Conservation of crystal momentum}

Before the collision there is a conduction electron in state $\mathbf{k}_i$ and a valence electron in state $\mathbf{k}_v$. Afterwards both electrons are in the conduction band, in states $\mathbf{k}_1$ and $\mathbf{k}_2$.

The interaction $U(\mathbf{r}_1,\mathbf{r}_2)$ between the electrons in a perfect crystal is unchanged when both positions are shifted by the same lattice vector $\mathbf{R}$. Its matrix element contains the two initial Bloch functions and the complex conjugates of the two final ones. Shifting both integration variables by $\mathbf{R}$ cannot change the value of the integral. By Bloch's theorem, however, the shift multiplies the integrand by
\begin{equation}
\exp\left[i(\mathbf{k}_i + \mathbf{k}_v - \mathbf{k}_1 - \mathbf{k}_2)\cdot\mathbf{R}\right].
\end{equation}
The matrix element must therefore vanish unless this factor is one for every lattice vector. The difference of the wave vectors must then be a reciprocal lattice vector. We treat the case in which it is zero:
\begin{equation}
\mathbf{k}_i + \mathbf{k}_v = \mathbf{k}_1 + \mathbf{k}_2.
\label{eq:momentum-electrons}
\end{equation}

The vacancy left behind is described as a hole. A full valence band has total wave vector zero, because its states occur in pairs $\mathbf{k}$ and $-\mathbf{k}$. Removing the electron at $\mathbf{k}_v$ leaves a total of $-\mathbf{k}_v$, so the hole has wave vector
\begin{equation}
\mathbf{k}_h = -\mathbf{k}_v.
\label{eq:hole}
\end{equation}
Subtracting $\mathbf{k}_v$ from both sides of \eqref{eq:momentum-electrons} gives
\begin{equation}
\mathbf{k}_i = \mathbf{k}_1 + \mathbf{k}_2 + \mathbf{k}_h.
\label{eq:momentum}
\end{equation}
The momentum of one initial carrier is shared among three final carriers.

\subsection{Conservation of energy}

In the golden-rule description of the collision, the sum of the band energies is the same before and after:
\begin{equation}
E_c(\mathbf{k}_i) + E_v(\mathbf{k}_v)
= E_c(\mathbf{k}_1) + E_c(\mathbf{k}_2).
\end{equation}
Inserting \eqref{eq:cb} and \eqref{eq:vb}, we obtain
\begin{equation}
\frac{k_i^2}{2m_e} - E_g - \frac{k_v^2}{2m_h}
= \frac{k_1^2}{2m_e} + \frac{k_2^2}{2m_e}.
\end{equation}
The two negative terms are moved to the right, where they become positive. Since $k_v^2 = k_h^2$, the result is
\begin{equation}
\frac{k_i^2}{2m_e}
= E_g + \frac{k_1^2}{2m_e} + \frac{k_2^2}{2m_e}
+ \frac{k_h^2}{2m_h}.
\label{eq:energy}
\end{equation}
The initial electron pays for the gap and for the kinetic energies of all three final carriers. The hole contributes a positive kinetic energy because an electron deeper in the valence band costs more to remove.

\subsection{Why the gap alone is insufficient}

Suppose that the initial kinetic energy were equal to $E_g$. Equation \eqref{eq:energy} would then require the three final kinetic energies to add to zero. None of them can be negative, so all three final wave vectors would have to vanish. Equation \eqref{eq:momentum} would give $\mathbf{k}_i = 0$, and the initial kinetic energy would be zero. This contradicts the assumption that it equals the positive quantity $E_g$.

The initial electron needs momentum because it needs energy. The final carriers must take over that momentum, and they cannot do so at rest. The remaining question is how they can carry it at the lowest cost.

\subsection{Separating common and relative motion}

Label the final carriers by $j = 1, 2, h$, with masses $m_1 = m_2 = m_e$ and $m_h$ for the hole. Define
\begin{equation}
M = 2m_e + m_h, \qquad
\mathbf{V} = \frac{\mathbf{k}_i}{M}, \qquad
\mathbf{v}_j = \frac{\mathbf{k}_j}{m_j}.
\label{eq:definitions}
\end{equation}
Here $M$ is the sum of the final effective masses, and $\mathbf{v}_j$ is the group velocity of carrier $j$. For the hole this agrees with the velocity of the vacated valence state: the gradient of \eqref{eq:vb} at $\mathbf{k}_v$ is $-\mathbf{k}_v/m_h$, which equals $\mathbf{k}_h/m_h$.

Write each velocity as $\mathbf{v}_j = \mathbf{V} + \mathbf{u}_j$. The final momentum is
\begin{equation}
\sum_j m_j\mathbf{v}_j
= M\mathbf{V} + \sum_j m_j\mathbf{u}_j.
\end{equation}
By \eqref{eq:momentum} the left side is $\mathbf{k}_i$, and by definition $M\mathbf{V}$ is also $\mathbf{k}_i$. Hence
\begin{equation}
\sum_j m_j\mathbf{u}_j = 0.
\label{eq:zero-relative}
\end{equation}
The total final kinetic energy, denoted $T_f$, can now be expanded:
\begin{align}
T_f
&= \sum_j \frac{k_j^2}{2m_j}
= \frac{1}{2}\sum_j m_j v_j^2 \nonumber\\
&= \frac{1}{2}\sum_j m_j
\left(V^2 + 2\mathbf{V}\cdot\mathbf{u}_j + u_j^2\right)
\nonumber\\
&= \frac{1}{2}MV^2
+ \mathbf{V}\cdot\sum_j m_j\mathbf{u}_j
+ \frac{1}{2}\sum_j m_j u_j^2.
\end{align}
The middle term vanishes by \eqref{eq:zero-relative}. Since $MV^2/2 = k_i^2/(2M)$,
\begin{equation}
T_f = \frac{k_i^2}{2M}
+ \frac{1}{2}\sum_j m_j|\mathbf{v}_j - \mathbf{V}|^2.
\label{eq:separation}
\end{equation}
The first term is fixed by the momentum that must be carried. The second is the energy of relative motion.

\subsection{The necessary energy}

Every term in the sum in \eqref{eq:separation} is nonnegative. Therefore
\begin{equation}
T_f \geq \frac{k_i^2}{2M}.
\label{eq:lower-bound}
\end{equation}
Equality requires each $\mathbf{v}_j$ to equal $\mathbf{V}$. The three final carriers then move with one common velocity. Because the bound applies to every possible final state, this state is the global minimum at the given $\mathbf{k}_i$.

Let $E_i = k_i^2/(2m_e)$. Then $k_i^2 = 2m_eE_i$, so
\begin{equation}
\frac{k_i^2}{2M} = \frac{m_e}{M}E_i.
\label{eq:common-energy}
\end{equation}
Energy conservation is $E_i = E_g + T_f$. Combining it with \eqref{eq:lower-bound} gives
\begin{equation}
E_i \geq E_g + \frac{m_e}{M}E_i.
\end{equation}
Subtract the last term from both sides:
\begin{equation}
E_i\left(1 - \frac{m_e}{M}\right) \geq E_g.
\end{equation}
The bracket is positive and equals
\begin{equation}
1 - \frac{m_e}{M}
= \frac{2m_e + m_h - m_e}{2m_e + m_h}
= \frac{m_e + m_h}{2m_e + m_h}.
\end{equation}
Division by it preserves the inequality and gives
\begin{equation}
E_i \geq E_g\frac{2m_e + m_h}{m_e + m_h}
= E_{\mathrm{th}}.
\end{equation}
No collision obeying both laws can occur below this energy.

\subsection{Existence of final states above threshold}

A necessary condition becomes a threshold only if suitable final states exist once it is met. Define the energy left for relative motion by
\begin{equation}
R = E_i - E_g - \frac{k_i^2}{2M}.
\label{eq:R-definition}
\end{equation}
Using \eqref{eq:common-energy} and $E_g = E_{\mathrm{th}}(m_e+m_h)/M$, we find
\begin{align}
R
&= E_i\frac{m_e+m_h}{M} - E_g \nonumber\\
&= \frac{m_e+m_h}{M}(E_i - E_{\mathrm{th}}).
\label{eq:R}
\end{align}
Thus $R$ is nonnegative at and above threshold. Choose a vector $\mathbf{q}$ perpendicular to $\mathbf{k}_i$ with $q^2 = m_eR$, and set
\begin{equation}
\mathbf{k}_1 = m_e\mathbf{V} + \mathbf{q}, \qquad
\mathbf{k}_2 = m_e\mathbf{V} - \mathbf{q}, \qquad
\mathbf{k}_h = m_h\mathbf{V}.
\label{eq:construction}
\end{equation}
The vectors $\pm\mathbf{q}$ cancel in the sum, leaving $(2m_e+m_h)\mathbf{V} = \mathbf{k}_i$. Momentum is conserved. The final kinetic energy is
\begin{align}
T_f
&= \frac{|m_e\mathbf{V}+\mathbf{q}|^2
+ |m_e\mathbf{V}-\mathbf{q}|^2}{2m_e}
+ \frac{m_hV^2}{2} \nonumber\\
&= \frac{2m_e^2V^2 + 2q^2}{2m_e}
+ \frac{m_hV^2}{2} \nonumber\\
&= \frac{MV^2}{2} + \frac{q^2}{m_e}
= \frac{k_i^2}{2M} + R.
\end{align}
By \eqref{eq:R-definition}, this equals $E_i - E_g$. Energy is conserved as well, which proves \eqref{eq:result}. The perpendicular choice gives the two electrons equal energies; it is one of many possible choices when $R>0$.

\subsection{A second route through an energy ratio}

The same threshold follows from asking how large the initial kinetic energy can be compared with the final kinetic energy. The Cauchy--Schwarz inequality gives
\begin{equation}
\left|\sum_j \mathbf{k}_j\right|^2
= \left|\sum_j \sqrt{m_j}\,
\frac{\mathbf{k}_j}{\sqrt{m_j}}\right|^2
\leq \left(\sum_j m_j\right)
\left(\sum_j \frac{k_j^2}{m_j}\right).
\end{equation}
The left side is $k_i^2 = 2m_eE_i$. The two factors on the right are $M$ and $2T_f$. Hence the ratio $\lambda = E_i/T_f$ satisfies
\begin{equation}
\lambda \leq \frac{M}{m_e}.
\end{equation}
Energy conservation gives $E_g = E_i - T_f = E_i(1-1/\lambda)$, and therefore
\begin{equation}
E_i = E_g\frac{\lambda}{\lambda-1}
= E_g\left(1+\frac{1}{\lambda-1}\right).
\end{equation}
For $\lambda>1$ this decreases as $\lambda$ increases. Its least value is found at $\lambda=M/m_e$, where it is $E_gM/(M-m_e)$, in agreement with \eqref{eq:result}. In this form the threshold is set by the final state that carries the given momentum with the least kinetic energy.

\section{Energy sharing, examples and range of validity}

\subsection{Symbols and results carried forward}

The initial electron has wave vector $\mathbf{k}_i$ and energy $E_i = k_i^2/(2m_e)$ above the conduction-band minimum. The final electrons have wave vectors $\mathbf{k}_1$ and $\mathbf{k}_2$, and the hole has wave vector $\mathbf{k}_h$. The gap is $E_g$, the effective masses are $m_e$ and $m_h$, and $M=2m_e+m_h$. For a direct gap the first half established
\begin{equation}
E_{\mathrm{th}} = E_g\frac{M}{m_e+m_h}, \qquad
R = \frac{m_e+m_h}{M}(E_i-E_{\mathrm{th}}),
\label{eq:carried}
\end{equation}
where $R$ is the final energy of relative motion. At threshold all final carriers have velocity $\mathbf{V}=\mathbf{k}_i/M$.

\subsection{Energy budget at threshold}

The kinetic energy remaining after the gap has been paid for is
\begin{align}
E_{\mathrm{th}}-E_g
&= E_g\left(\frac{2m_e+m_h}{m_e+m_h}-1\right) \nonumber\\
&= E_g\frac{m_e}{m_e+m_h}.
\label{eq:excess}
\end{align}
At a common velocity, a carrier of mass $m_j$ has kinetic energy $m_jV^2/2$. Each electron therefore takes the fraction $m_e/M$ of \eqref{eq:excess}, and the hole takes $m_h/M$. The wave vectors are shared in the same proportions, because $\mathbf{k}_j=m_j\mathbf{V}$.

There is a useful mechanical comparison. Let a projectile of mass $m_e$ strike a free target of mass $m_e+m_h$ at rest, and let the target need internal energy $E_g$. The total mass is $M$. At threshold projectile and target move together, so
\begin{equation}
E_i = E_g+\frac{m_e}{M}E_i.
\end{equation}
This is the condition already solved for impact ionization. The created electron-hole pair enters the threshold as a target with the sum of its effective masses. The comparison concerns the conservation laws alone.

For a direct gap and isotropic parabolic bands, the conservation laws fix the threshold \eqref{eq:result}, at which the three final carriers move with one common velocity. What remains is to see how the threshold depends on the mass ratio, to work through numerical examples, and to examine the rate near threshold, indirect gaps, nonparabolic bands and use in a device model.
